Gailitis's theorem: averaging Rydberg resonances just below an ion threshold, part 2

A calculation of electron-ion scattering or photoionization must replace the Rydberg series of resonances below a threshold of the residual ion by its average. Channels o are open on both sides of the threshold, E = 0; channels c open there. χ is the full scattering matrix and D the full vector of photoionization amplitudes at threshold, S and D^phys are the physical quantities below it, and ⟨…⟩ is the mean over one unit of ν. To be proved for ν → ∞, with i and j in o:

(a) ⟨S_ij⟩ = χ_ij.

(b) ⟨|δ_ij − S_ij|²⟩ = |δ_ij − χ_ij|² + R_ij and ⟨|D_i^phys|²⟩ = |D_i|² + R_i, with R ≥ 0. For a single closed channel R_ij = |χ_ic|² |χ_cj|² / Σ_(k∈o) |χ_kc|².

(c) Σ_(i∈o) R_ij = Σ_c |χ_cj|² and Σ_(i∈o) R_i = Σ_c |D_c|².

Hartree atomic units are used, with r in units of 1/z and energies in units of z² for residual charge z. Channel i of N has threshold t_i, angular momentum l_i and energy ε_i = E − t_i. The radial functions obey

ψ'' = V(r) ψ,   (1)

with V real and symmetric. For r > a it is diagonal and purely Coulombic; for r < a its only energy dependence is −2E times the unit matrix. All channels into which flux can go are among the N. Below threshold E = −1/(2ν²) and

w = exp(2πiν).   (2)

The Wronskian is Wr[u,v] = u v' − u' v. Each channel has real functions s and c (here not the channel label), smooth in E through threshold, with Wr[c,s] = 2/π. Above threshold they are the energy-normalized regular and irregular Coulomb functions. With h± = c ± is, Wr[h⁻,h⁺] = 4i/π, and h⁺ is outgoing, h⁻ incoming. The decaying solution is, for every l,

u_d ∝ h⁻ − h⁺ w⁻¹.   (12)

The outer Coulomb well thus returns h⁺ as h⁻ multiplied by −w.

5. The smooth matrix χ and the smooth amplitudes D

Let Φ(r) be the real N×N matrix whose columns are N independent solutions of (1) regular at the origin, with starting values independent of E. Its elements at r = a are analytic in E, since E enters (1) linearly over a finite interval. Because V is symmetric, ΦᵀΦ' − Φ'ᵀΦ has zero derivative, and it vanishes at the origin, so it vanishes everywhere. Any Ψ = ΦC with a constant complex matrix C therefore obeys both

ΨᵀΨ' − Ψ'ᵀΨ = 0   and   Ψ†Ψ' − Ψ'†Ψ = 0,   (13)

the second because Φ is real.

For r ≥ a write Φ = cP + sQ, where s and c are the diagonal matrices of channel functions, and P_iα = (π/2) Wr[Φ_iα, s_i] and Q_iα = (π/2) Wr[c_i, Φ_iα] are evaluated at r = a. No condition at infinity is imposed. The channels o have ε_i > 0, where their functions are analytic in E, and the channels c use the functions of sections 3 and 4. So P and Q are real and smooth in E across zero. With c = (h⁺ + h⁻)/2 and s = (h⁺ − h⁻)/(2i),

Φ = h⁻ (P + iQ)/2 + h⁺ (P − iQ)/2.

The matrix P + iQ is invertible. If (P + iQ)v = 0, then Φv = h⁺u with u = (P − iQ)v/2, and the second relation (13) gives Wr[h⁻,h⁺] u†u = 0. Then u = 0, Φv vanishes for r > a and hence everywhere, and v = 0. Choosing C = 2(P + iQ)⁻¹,

Ψ = ΦC = h⁻ − h⁺ χ,   χ = −(P − iQ)(P + iQ)⁻¹,   (14)

and χ(E) is smooth across threshold. Insert (14) in (13). Since Wr[h⁺,h⁺] = Wr[h⁻,h⁻] = 0, the first relation leaves −Wr[h⁻,h⁺] χ − χᵀ Wr[h⁺,h⁻] = −(4i/π)(χ − χᵀ) = 0. In the second, Ψ† = h⁺ − χ†h⁻, and what is left is Wr[h⁺,h⁻] + χ† Wr[h⁻,h⁺] χ = (4i/π)(χ†χ − 1) = 0. So χ is symmetric and unitary. The argument used only that s and c are real with Wronskian 2/π, so it holds below threshold too, where the N×N matrix χ is not itself observable. Above threshold χ is the scattering matrix referred to the Coulomb phases. Since s and c stay finite at E = 0, the elements χ_cj do not in general vanish there: in an attractive Coulomb field the cross section into a new channel starts at a finite value.

Cross sections. For s waves the incident wave contains (i/2k_j r)(incoming − outgoing), so the wave added by the short-range interaction in channel i has amplitude (i/2k_j r) √(k_j/k_i) (δ_ij − S_ij), up to a Coulomb phase. Its flux through a sphere divided by the incident flux k_j is

σ(j→i) = (π/k_j²) T_ij,   T_ij = |δ_ij − S_ij|².   (15)

Other partial waves carry statistical weights that do not depend on energy. For i ≠ j, (15) is the whole cross section in this symmetry. For i = j it is the short-range part only. The elastic differential cross section also contains the Rutherford term, which is smooth in E and whose angular integral diverges, and an interference term linear in S_jj − 1, which at each angle is covered by statement (a). When several partial waves contribute, it also contains products of S elements from different partial waves; the average of such a product is not in general the product of the averages, and statement (b) does not cover it. "Total" below always means Σ_i T_ij.

Photoionization. Let d(r) be a real column, the dipole operator acting on the initial state, confined to r < a and independent of E. The final state with an outgoing wave in channel j only is proportional to column j of h⁺ − h⁻S*, which is the complex conjugate of Ψ. The matrix element takes the conjugate of the final state, so Ψ itself appears:

D_j = (1/2) ∫ Σ_i Ψ_ij(r) d_i(r) dr.   (16)

The factor 1/2 normalizes per unit energy. In s = (h⁺ − h⁻)/(2i) the incoming and outgoing halves each have modulus |h|/2 and each supply half of δ(E − E'); the columns of Ψ/2 therefore have overlap (1/2)(δ_jj' + (S†S)_jj') δ(E − E') = δ_jj' δ(E − E'). The partial cross section is |D_j|² times a factor proportional to the photon energy, which is smooth. Since D = (1/2) Cᵀ ∫ Φᵀ d dr, the N amplitudes D are smooth across threshold.

6. Eliminating the closed channels

Below threshold the physical solutions are combinations ΨB, one per open channel, in which the open rows have the form h⁻ − h⁺S and the closed rows decay. The first requirement fixes the open block of B as the unit matrix; call the closed block B_c. The closed rows are h⁻ B_c − h⁺ (χ_co + χ_cc B_c). By (12) they decay if and only if χ_co + χ_cc B_c = w⁻¹ B_c, with the same w for every closed channel because the threshold is shared and (12) does not depend on l. Then (w⁻¹ − χ_cc) B_c = χ_co, or

B_c = w (1 − w χ_cc)⁻¹ χ_co.

The open rows are h⁻ − h⁺(χ_oo + χ_oc B_c), so S = χ_oo + χ_oc B_c. The amplitudes transform as D^phys = BᵀD = D_o + B_cᵀ D_c, and the symmetry of χ gives B_cᵀ = χ_oc w (1 − wχ_cc)⁻¹. Both results have the form

y(w) = y_o + χ_oc w (1 − w χ_cc)⁻¹ y_c,   (17)

where the N-component column y = (y_o, y_c) is either column j of χ, giving column j of S, or D, giving D^phys. Equation (17) is exact when χ and D are taken at the actual energy. S is unitary and symmetric: in (13) applied to ΨB each closed row is one real function times a row of constants and contributes nothing, and the open rows repeat the argument of section 5.

All rapid variation is now in w. Over one unit of ν the energy changes by about ν⁻³, so χ and D change by that order, while w goes once round the unit circle. Sections 7 to 10 hold χ and D fixed at their threshold values; section 11 estimates the error.

7. Where the poles lie

The poles of (17) are at w = 1/λ, with λ an eigenvalue of χ_cc. Let χ_cc v = λv and extend v by zeros in the open channels. χ maps it to (χ_oc v, λv) and preserves its length:

1 − |λ|² = |χ_oc v|² / |v|².   (18)

So |λ| ≤ 1, and |λ| = 1 only if χ_oc v = 0. Assume for now that no eigenvalue has modulus 1. Then the largest modulus ρ is below 1, all poles lie outside the unit circle, the powers χ_ccⁿ decay geometrically (as seen from the Jordan form, at any rate slower than ρⁿ), and

y(w) = y_o + Σ_(n≥0) w^(n+1) χ_oc χ_ccⁿ y_c   (19)

converges absolutely for |w| < 1/ρ. It is the spectral radius that matters, not the norm. With more closed than open channels χ_oc has a null vector and the norm of χ_cc is exactly 1, yet that vector need not be an eigenvector. The program's random unitary symmetric matrix with two open and three closed channels is such a case, with largest |λ| = 0.8561; relation (18) is tested on it.

Series (19) has a direct reading. The term n describes an electron sent into the closed channels (y_c), returned n + 1 times by the outer well (a factor w each time), reflected n times at the core without leaving the closed set (χ_cc), and then released (χ_oc). The phase 2πν of one return has energy derivative 2πν³, the Kepler period. That S is analytic inside the circle, with only non-negative powers of w, expresses that the returns come after the first encounter.

8. The average of the amplitude

As ν runs from ν_0 to ν_0 + 1, w runs once counterclockwise round the unit circle, and dν = dw/(2πi w). For any function of w,

⟨M⟩ = ∫ M dν = (1/2πi) ∮ M(w) dw/w.   (20)

For M = y(w), which is analytic on and inside the circle, the only pole of the integrand is at w = 0, with residue y(0) = y_o. Hence ⟨S⟩ = χ_oo, which is (a), and ⟨D^phys⟩ = D_o. The result does not depend on ν_0.

For scattering this already gives the continuity of the total. Unitarity of S yields Σ_(i∈o) T_ij = 1 − 2 Re S_jj + Σ_i |S_ij|² = 2(1 − Re S_jj) at every energy below threshold, and unitarity of χ yields Σ_(all i) |δ_ij − χ_ij|² = 2(1 − Re χ_jj) above. The total is linear in S_jj, and (a) makes the two equal. This route says nothing about the partial cross sections or about photoionization.

9. The average of the squared amplitude

The function |y_i|² is not analytic in w, but on the circle w* = 1/w, which makes it equal there to a rational function. Suppose first that χ_cc = UλU⁻¹ with λ diagonal. U is not unitary in general, since χ_cc need not be normal. Then

y_i(w) = y_0 + Σ_α a_α w/(1 − wλ_α),   a_α = (χ_oc U)_iα (U⁻¹ y_c)_α,   (21)

where y_0 = (y_o)_i. For T_ij take y_0 = χ_ij − δ_ij, since subtracting a constant changes only this term. On the circle the conjugate of w/(1 − wλ) is w⁻¹/(1 − λ*/w) = 1/(w − λ*), so

⟨|y_i|²⟩ = (1/2πi) ∮ (dw/w) [y_0 + Σ_α a_α w/(1 − wλ_α)] [y_0* + Σ_β a_β*/(w − λ_β*)].

There are four kinds of term. The term |y_0|²/w has residue |y_0|². The term y_0* a_α/(1 − wλ_α) is analytic inside the circle and gives zero. The term y_0 a_β*/[w(w − λ_β*)] has two poles inside, with residues proportional to −1/λ_β* at w = 0 and +1/λ_β* at w = λ_β*, which cancel; if λ_β = 0 it is a double pole with zero residue. The last term, a_α a_β*/[(1 − wλ_α)(w − λ_β*)], has one pole inside, at w = λ_β*. Therefore

⟨|y_i|²⟩ = |y_0|² + R_i,   R_i = Σ_αβ a_α a_β* / (1 − λ_α λ_β*).   (22)

The interference between the direct and resonant amplitudes, which makes the individual profiles asymmetric, averages to zero.

The same quantity follows from (19) with no assumption on eigenvectors. By (20), ⟨w^m (w^m')*⟩ = δ_mm', so only the diagonal terms of the double series survive:

R_i = Σ_(n≥0) |(χ_oc χ_ccⁿ y_c)_i|².   (23)

When χ_cc is diagonalizable, (χ_oc χ_ccⁿ y_c)_i = Σ_α a_α λ_αⁿ, and the geometric sum Σ_n (λ_α λ_β*)ⁿ turns (23) into (22). Form (23) shows that R_i ≥ 0 and that averaging over a cycle adds probabilities, not amplitudes, for different numbers of returns. For a code, (23) can be summed in closed form without eigenvectors: X = Σ_n χ_ccⁿ y_c y_c† (χ_cc†)ⁿ obeys the linear equation X − χ_cc X χ_cc† = y_c y_c†, because multiplying the series on both sides removes its first term, and R_i = (χ_oc X χ_oc†)_ii. This form is unaffected when U is nearly singular.

One closed channel. Here χ_cc = λ is a number, a = χ_ic y_c, and (18) gives 1 − |λ|² = Σ_(k∈o) |χ_kc|². Then

R_i = |y_c|² b_i,   b_i = |χ_ic|² / Σ_(k∈o) |χ_kc|².   (24)

With y_c = χ_cj this is the formula in (b). The probability |χ_cj|² of entering the closed channel, which above threshold is the probability of exciting the new state, is shared among the open channels with branching ratios b_i that sum to 1 and do not depend on how the channel was fed. Three limits follow from (24). If the open-closed couplings in V are scaled down together toward zero, b_i tends to a fixed limit and R_ij becomes of second order in the coupling, although a term of (19) is of second order in amplitude and fourth in probability; the number of returns that contribute, about 1/(1 − |λ|²), makes up the difference. If, for i ≠ j, the direct probability |χ_ij|² is small against |χ_cj|² b_i, the average below threshold is dominated by R_ij and the drop at threshold is a large fraction of that average. If there is one open channel, b = 1 and ⟨|S|²⟩ = |χ_11|² + |χ_c1|² = 1, as it must.

With several closed channels the coefficients a_α in (21) depend on the direction of y_c, so the share that each open channel receives depends on the entrance channel, and no single set of branching ratios exists in general.

10. The sum rule

Sum (23) over the open channels. With v_n = χ_ccⁿ y_c, Σ_i R_i = Σ_n v_n† χ_oc† χ_oc v_n. The closed-closed block of χ†χ = 1 reads χ_oc† χ_oc + χ_cc† χ_cc = 1, so each term is |v_n|² − |v_(n+1)|². The series telescopes:

Σ_(i∈o) R_i = |v_0|² − lim_(n→∞) |v_n|² = y_c† y_c,   (25)

the limit being zero because ρ < 1. This is (c). Adding (22) over i,

⟨Σ_(i∈o) T_ij⟩ = Σ_(all i) |δ_ij − χ_ij|²,   ⟨Σ_(i∈o) |D_i^phys|²⟩ = Σ_(all i) |D_i|².   (26)

The right sides are the totals just above threshold, new channels included. The total inelastic probability out of j is not continuous. Below threshold it averages to Σ_(i∈o, i≠j) |χ_ij|² + Σ_c |χ_cj|² − R_jj, and above it lacks the last term, so it rises by R_jj: the part of the captured flux that returns to the entrance channel counts as elastic below threshold.

For the random matrix of section 7 and a random complex y, the program tests (a), (22), (23) and (26) against a direct quadrature of (17) on 20000 points or against each other, to an absolute 10⁻⁸.

Two ingredients of (25) can fail. The first is unitarity. If flux leaves the N channels while the electron is near the core, then 1 − χ_cc†χ_cc exceeds χ_oc†χ_oc and the open channels recover less than y_c†y_c. Statements (a), (22) and (23) survive, since they need only ρ < 1, but (24) must keep 1 − |λ|² in its denominator and (c) is lost. Radiative decay of the ion core while the electron is far out is a different kind of loss, because it acts during the orbit and not in χ. If the excited core has width Γ, measured in units of z² hartree as in section 2 (so Γ/z² for a width given in hartree), each return factor w is multiplied by about exp(−πν³Γ), and term n of (23) by exp[−2π(n+1)ν³Γ]. Then (22) and (23) no longer hold as written, and R tends to zero as ν grows; (a) still holds in the limit of large ν. The program tests only the loss of (c), not the sign of the defect or the survival of (a), (22) and (23), by halving χ_cc in the random example; the summed average then misses the right side of (26) by 2.0968 in absolute terms for the random y. The halved matrix is only an algebraic example of a non-unitary χ, not a model of absorption: its open columns keep unit length but are no longer orthogonal to the closed ones, so some incoming combinations would gain flux.

The second is ρ < 1. If |λ| = 1, the extended v is an eigenvector of the whole unitary χ, its orthogonal complement is invariant, and v can be split off. The solution Ψv has no open components and decays when w⁻¹ = λ, so with χ held fixed it describes a Rydberg series of bound states lying in the continuum. They are truly bound if the decoupling holds at every energy of the series, as when a symmetry enforces it; if it holds only at E = 0, the states below threshold in general keep small widths. Columns of χ belonging to open channels have no component along v, so scattering is untouched. For photoionization the limit in (25) equals the squared component of D_c along v, and that strength is missing from the continuum. It is carried by sharp lines: for one weakly coupled closed channel the resonant term summed over i is (1 − |λ|²)|D_c|²/|1 − wλ|², whose area per cycle is |D_c|² for every |λ| < 1 and which narrows to a line as |λ| → 1. Continuity of the total then requires the lines to be counted.

With χ and D held at their threshold values, this part has derived statements (a), (b) and (c), and has shown how the sum rule (c) can fail when flux is lost or when an eigenvalue of χ_cc has modulus 1. It remains to estimate the errors at finite ν, choose the weight of the average and test the results on a worked example.
